# From Power-Law Lifetime to Ramp-Voltage Breakdown by Cumulative Exposure

## 1. What dimensions fix

Hold a gate stack at constant gate voltage $V$ and fixed temperature. Suppose its characteristic life falls as a power of voltage,

$$\eta(V)=\eta_0\left(\frac{V}{V_0}\right)^{-n}=K\,V^{-n},\qquad K=\eta_0V_0^{\,n}.$$

The reference pair $(V_0,\eta_0)$ enters through $K$ alone: moving the reference point along the same law leaves $K$ unchanged. The units of $K$ are $\mathrm{s\,V}^n$.

Now raise the voltage linearly from zero, $V=Rt$, with $R>0$ in V/s. If the damage process brings in no further scale of time or voltage, the breakdown distribution can depend on $V$, $K$, $R$ and pure numbers. The product $KR$ has units $\mathrm{V}^{n+1}$, so the one dimensionless group is $V^{n+1}/(KR)$ and

$$F(V)=\Phi\!\left(\frac{V^{n+1}}{KR}\right),\qquad V_c=C\,(KR)^{1/(n+1)}$$

for any characteristic voltage $V_c$. The exponent $n+1$ is already here: $n$ comes from the life law and the extra one from the volt in the unit of $R$, whose second cancels that of $K$. Dimensions do not give the function $\Phi$ or the number $C$. Those need a rule for adding damage collected at different voltages.

## 2. One unit with a known life

Take a single unit whose life at constant voltage is $T(V)=T_0(V/V_0)^{-n}$. Assume for now that a time $dt$ at voltage $V$ uses up the fraction $dt/T(V)$ of its life, and that it breaks when the fractions add to one. With $dt=dV'/R$,

$$1=\int_0^{V_{BD}}\frac{dV'}{R\,T_0}\left(\frac{V'}{V_0}\right)^n=\frac{V_{BD}^{\,n+1}}{(n+1)R\,T_0V_0^{\,n}},$$

and therefore

$$V_{BD}^{\,n+1}=(n+1)\,R\,V_0^{\,n}\,T_0. \tag{1}$$

Two limits test this. For $n=0$ voltage has no effect on life, and (1) gives $V_{BD}=RT_0$: the unit breaks at time $T_0$, whatever voltage the ramp has then reached. For $n\to\infty$ at fixed $T_0$, write

$$\frac{V_{BD}}{V_0}=\left[\frac{(n+1)RT_0}{V_0}\right]^{1/(n+1)}.$$

The logarithm of the right side is $\ln[(n+1)RT_0/V_0]/(n+1)$, which tends to zero, so $V_{BD}\to V_0$. Life is then infinite below $V_0$ and zero above it, and breakdown is a sharp threshold.

## 3. When fractions of life may be added

The adding rule follows from a property of the damage law. Let $N$ measure damage, starting from $N=0$, and let the unit break at its critical value $N_c$. Suppose the growth rate separates into a factor of voltage and a positive factor of damage,

$$\frac{dN}{dt}=g(V)\,f(N).$$

Dividing by $f$ and integrating up to breakdown gives

$$\int_0^{N_c}\frac{dN}{f(N)}=\int_0^{t_{BD}}g(V(t))\,dt .$$

Call the left side $G_c$. It does not depend on the voltage history. At constant voltage the right side is $g(V)T(V)$, so $g(V)=G_c/T(V)$. Putting this back for a general history and cancelling $G_c$,

$$\int_0^{t_{BD}}\frac{dt}{T(V(t))}=1. \tag{2}$$

This is cumulative exposure. Growth may speed up or slow down as damage builds, provided voltage changes the pace of the process and not its course.

A numerical case tests the whole chain from separable growth to (1). I took $f(N)=0.3+2N/(1+N)$, $N_c=1$ and $g=(V/V_0)^n/\tau$, with $n=40$, $V_0=2.2$ V, $\tau=700$ s and $R=0.1$ V/s. Integrating the damage equation at 2.2 V gives $T_0$, and (1) then predicts breakdown at 2.6350 V. Integrating the damage equation directly along the ramp, from 1.5 V upward, gives 2.6350 V.

The rule fails when voltage changes the course of the damage. An example in dimensionless voltage $u$ and time $s$ is

$$\frac{dN}{ds}=u^{20}+5u^{40}N,\qquad N_c=1 .$$

The first term creates damage and the second multiplies it, each with its own voltage dependence. At constant $u$ the solution is $N=(e^{5u^{40}s}-1)/(5u^{20})$, so the life is $\ln(1+5u^{20})/(5u^{40})$. On a ramp from $u=0.3$ with $du/ds=1/20$, the exposure computed from this life has reached 0.904 at breakdown, not 1. The unit fails about 10 % short of the exposure that the rule requires, because here the order in which voltages are applied matters.

## 4. A population: the Weibull slope

Real units differ. Let constant-voltage lives follow a Weibull distribution with the same slope $\beta$ at every voltage,

$$F(t;V)=1-\exp\!\left[-\left(\frac{t}{\eta(V)}\right)^{\beta}\right].$$

Here $\eta$ is the 63.2 % life, since $1-e^{-1}=0.632$. Assume further that each unit has a number $\theta$, the same at every voltage, such that its life is $\theta\,\eta(V)$; then $P(\theta\le x)=1-\exp(-x^\beta)$. This is an added assumption: equal slopes at all voltages do not imply that a weak unit is weak at every voltage, and if the ranking of the units changes with voltage, the ramp slope and scale differ from those found below. With $T=\theta\eta$ in (2), the unit breaks when the common exposure

$$\xi(t)=\int_0^t\frac{dt'}{\eta(V(t'))}$$

reaches $\theta$. The failed fraction is the fraction of units with $\theta\le\xi$, namely $F=1-\exp(-\xi^\beta)$.

On the linear ramp the integral is that of Section 2 with $\eta_0$ in place of $T_0$:

$$\xi(V)=\frac{V^{n+1}}{(n+1)R\,\eta_0V_0^{\,n}}=\left(\frac{V}{V_c}\right)^{n+1},\qquad V_c=V_0\left[\frac{(n+1)R\,\eta_0}{V_0}\right]^{1/(n+1)}. \tag{3}$$

Raising $\xi$ to the power $\beta$ multiplies the exponents:

$$F(V)=1-\exp\!\left[-\left(\frac{V}{V_c}\right)^{\beta(n+1)}\right],\qquad \ln[-\ln(1-F)]=\beta(n+1)\ln\frac{V}{V_c}. \tag{4}$$

The breakdown voltage is Weibull with slope $\beta(n+1)$ and 63.2 % value $V_c$. In the language of Section 1, $\Phi(y)=1-\exp\{-[y/(n+1)]^\beta\}$ and $C=(n+1)^{1/(n+1)}$. For $n=0$ the slope returns to $\beta$, as it must when voltage is merely a clock reading.

**Numbers.** Take a high-k stack on silicon with 1.2 nm equivalent oxide thickness and 1 µm² area at 398 K. The parameters are rough typical ones: $n=40$, $\beta=1.2$, $\eta_0=1000$ s at $V_0=2.2$ V, and $R=0.1$ V/s. Then

$$V_c=2.2\left[\frac{41\times0.1\times1000}{2.2}\right]^{1/41}=2.2\times1864^{1/41}=2.64\ \mathrm{V},\qquad \beta(n+1)=1.2\times41=49.2 .$$

From (4), a fraction $p$ has failed at $V_p=V_c[-\ln(1-p)]^{1/49.2}$. This gives 2.41 V at 1 %, 2.62 V at 50 % and 2.73 V at 99 %. Lives at fixed voltage are widely scattered, while the middle 98 % of ramp breakdowns lie within about a third of a volt.

As a test, 200,000 random values of $\theta$ were drawn and each unit was followed through a numerically accumulated exposure. A maximum-likelihood Weibull fit to the resulting voltages gives a slope of 49.23.

## 5. The time equivalent of a ramp

Since $V_0^{\,n}\eta_0=V^n\eta(V)$, the exposure in (3) can be written

$$\xi(V)=\frac{V}{(n+1)R\,\eta(V)}. \tag{5}$$

A ramp to $V$ does the damage of a time $V/[(n+1)R]$ spent at $V$. Setting $\xi=1$ at $V_c$ gives

$$\eta(V_c)=\frac{V_c}{(n+1)R}=\frac{2.644}{41\times0.1}=0.645\ \mathrm{s}.$$

The ramp takes about 26 s to reach $V_c$ but counts as 0.645 s there. The share of exposure collected above $0.9V_c$ is $1-0.9^{41}=98.7$ %. The power law therefore has to hold only over a narrow window below the observed breakdown voltages, provided that the exposure collected below this window stays small. By the same token, the ramp says almost nothing about life at low voltage.

Equation (3) also gives $V_c\propto R^{1/(n+1)}$, so that

$$\frac{d\ln V_c}{d\ln R}=\frac1{n+1}.$$

Ramps at several rates thus yield $n$, and the slope at one rate then yields $\beta$, though with limited precision: in the example, 30 units at each of two rates a decade apart fix $n$ only to about $\pm4$, a factor of order 70 either way in the life extrapolated to 0.9 V. In the example a tenfold faster ramp raises $V_c$ from 2.64 to 2.80 V, all else fixed.

For area, join $m$ equal and independent pieces. All must survive, so the survival probabilities multiply to $\exp(-m\xi^\beta)$. The 63.2 % point moves to $\xi=m^{-1/\beta}$, and because $V\propto\xi^{1/(n+1)}$,

$$\frac{V_c(mA)}{V_c(A)}=m^{-1/[\beta(n+1)]}.$$

For $m=10$ this is $10^{-1/49.2}=0.9543$. Taking the weakest unit in each group of ten from the random population gives 0.9542.

## 6. Beyond Weibull: unit by unit

Equation (1) refers to one unit and uses no distribution. Its logarithm is

$$\ln V_{BD}=\frac{\ln T_0+\ln[(n+1)RV_0^{\,n}]}{n+1}.$$

If all units share $n$, the second term in the numerator is common to them, and the standard deviation of $\ln V_{BD}$ is that of $\ln T_0$ divided by $n+1$. This holds for any lifetime distribution with a finite logarithmic spread. If $n$ differs between units, neither the divisor nor the added term is common, and no single multiplier exists.

A useful case is a spread in voltage strength, as from thickness variation. Let a unit of strength $s$ respond to $V/s$, so that $T_0=\theta\eta_0s^n$. Then

$$\ln V_{BD}=\frac{\ln\theta+n\ln s}{n+1}+\text{constant}.$$

To convert spread to slope, note that $\theta^\beta=E$ is a unit exponential variable. Its moments are $\langle E^q\rangle=\Gamma(1+q)$, so the variance of $\ln E$ is the second derivative of $\ln\Gamma(1+q)$ at $q=0$, which is $\pi^2/6$. A Weibull slope $k$ therefore corresponds to a logarithmic standard deviation $\pi/(\sqrt6\,k)=1.283/k$. For independent $\theta$ and $s$ the variances add. With a 1 % spread in $\ln s$, the apparent slope, defined through the standard deviation, is

$$k_{\rm app}=\frac{1.283}{\sqrt{(1.283/49.2)^2+(0.01\times40/41)^2}}=46.1 .$$

The random population with this spread added also gives 46.1. The ratio of logarithmic spreads, time to voltage, comes out as 41.00. The distribution is no longer Weibull, but the factor $n+1$ survives. The apparent slope then depends on how it is read: a maximum-likelihood fit gives about 43.7, while the lower tail, below about 1 %, keeps a slope close to 49.2. A $\beta$ taken from a fit to the whole sample is therefore not the one that governs small failed fractions.

## 7. Ramps as they are applied

**A nonzero start.** If the voltage jumps at once to $V_s$ and then rises linearly, the lower limit of the integral is $V_s$:

$$\xi=\frac{V^{n+1}-V_s^{\,n+1}}{V_c^{\,n+1}}.$$

The local slope on the Weibull plot is the derivative of $\beta\ln\xi$ with respect to $\ln V$:

$$\frac{d\ln(\xi^\beta)}{d\ln V}=\beta\,\frac{(n+1)V^{n+1}}{V^{n+1}-V_s^{\,n+1}}=\frac{\beta(n+1)}{1-(V_s/V)^{n+1}} .$$

For $V_s\to0$ this is the earlier slope. A start at 95 % of $V_c$ gives $49.2/(1-0.95^{41})=56.0$ at $V_c$. Close to the start the plot is steeper still, and a straight-line fit there would overstate $\beta(n+1)$. The condition for (4) is $(V_s/V)^{n+1}\ll1$, which for large $n$ is much weaker than $V_s\ll V$.

**A staircase.** Let the voltage take the values $V_j=jd$, each held for a time $d/R$. After the step $J$ the exposure is

$$\xi_{\rm st}=\frac{d}{R\,\eta_0V_0^{\,n}}\sum_{j=1}^{J}(jd)^n .$$

The Euler–Maclaurin formula gives $\sum_{j=1}^J j^n=J^{n+1}/(n+1)+J^n/2+nJ^{n-1}/12+\dots$ The linear ramp to the same voltage corresponds to the first term. Dividing by it, with $x=d/V_J=1/J$,

$$\frac{\xi_{\rm st}}{\xi}=1+\frac{(n+1)x}{2}+\frac{n(n+1)x^2}{12}+\dots$$

For 20 mV steps and $V_J=2.64$ V, $x=1/132$ and the ratio is $1+0.155+0.008=1.163$. The explicit sum agrees to the four decimals computed, 1.1631. Since $\xi\propto V^{n+1}$, the scale voltage read from the failed fractions at the ends of the steps drops by $V_c(1-1.163^{-1/41})=9.7$ mV. This is close to half a step, the limit for $(n+1)x\ll1$: the logarithm of the ratio is then $(n+1)x/2$, and dividing by $n+1$ leaves a relative shift $x/2$. For 20 mV steps the mean of the recorded step voltages moves by only about 0.3 mV, because recording each breakdown at a whole step adds about half a step back. The cancellation weakens once $(n+1)x$ is not small: for 100 mV steps the mean rises by about 7 mV.

## 8. What the slope does not prove

A different rule can give the same slope. Suppose the hazard at elapsed time $t$ is that of a unit held at the present voltage since $t=0$:

$$h(t)=\frac{\beta t^{\beta-1}}{\eta(V(t))^\beta}.$$

On the ramp, $1/\eta=(Rt/V_0)^n/\eta_0$, and the integrated hazard is

$$\int_0^t h\,dt'=\frac{\beta}{\eta_0^{\,\beta}}\left(\frac{R}{V_0}\right)^{n\beta}\int_0^t t'^{\,\beta(n+1)-1}dt'=\frac{1}{n+1}\left[\frac{V^{n+1}}{R\,\eta_0V_0^{\,n}}\right]^\beta .$$

The slope is again $\beta(n+1)$, as the argument of Section 1 allows. The prefactor is $1/(n+1)$, where cumulative exposure has $1/(n+1)^\beta$. Setting each integrated hazard to one and dividing the two results,

$$\frac{V_c^{\rm hazard}}{V_c}=(n+1)^{(1-\beta)/[\beta(n+1)]}.$$

The rules agree at $\beta=1$, where the hazard at constant voltage does not depend on age. For $\beta=1.2$ the scale is 2.604 V instead of 2.644 V. That is 1.5 % in voltage, but $\eta_0\propto V_c^{\,n+1}$ at fixed $R$ and $n$, so the life inferred from a given $V_c$ changes by $(2.644/2.604)^{41}\approx1.9$. A comparison of ramp and constant-voltage scales can separate the rules; the slope of a linear ramp from zero cannot.

The voltage law itself is also hard to identify. Try $\eta=\eta_c\exp[-\gamma(V-V_c)]$. Then $\xi\propto e^{\gamma V}-1$, and the local slope is

$$\frac{d\ln(\xi^\beta)}{d\ln V}=\frac{\beta\gamma V}{1-e^{-\gamma V}} .$$

Choose $\eta_c=\eta(V_c)$ and $\gamma=n/V_c=15.1\ \mathrm{V^{-1}}$, so that life and its logarithmic derivative match the power law at $V_c$. The slope is 48.0 at $V_c$ and 43.7 at 2.41 V, against a constant 49.2. The plot bends only slightly, and a Weibull fit with a somewhat lower slope absorbs most of the bend; telling the two laws apart from one ramp distribution takes thousands of units.

## 9. Extrapolation to use

Under the power law, the ramp result gives the life of the test device at 0.9 V:

$$\eta(0.9\ \mathrm V)=0.645\left(\frac{2.644}{0.9}\right)^{40}=3.4\times10^{18}\ \mathrm{s}.$$

A chip with 0.1 cm² of gate area contains $m=10^7$ such areas. Setting its failed fraction $1-\exp[-m(t/\eta)^\beta]$ equal to $p=10^{-4}$ and solving for $t$,

$$t=\eta\left[\frac{-\ln(1-p)}{m}\right]^{1/\beta}=3.4\times10^{18}\times6.8\times10^{-10}=2.3\times10^{9}\ \mathrm s,$$

about 70 years. The matched exponential law, with the same area and failed fraction, gives about 130 s. The ratio is $1.8\times10^7$, although the two laws are nearly alike in the ramp. The conversion from ramp to constant voltage is secure near $V_c$ under its assumptions. The step to 0.9 V rests on the voltage law, which needs evidence from long tests at lower voltage. The step to a large area and a small failed fraction rests on $\beta$: with $\beta=1.0$ instead of 1.2 and the same $\eta$, the power-law chip life would be $3.4\times10^7$ s, about one year.

## 10. The model beside a real stack

The parameters are in the rough range of thin hafnium-based stacks on silicon, but they describe no particular process. Dividing $V_c$ by the equivalent thickness gives 22 MV/cm. This is an equivalent field, that of a silicon dioxide layer carrying the whole gate voltage. Band bending in the silicon and the work-function difference change the voltage across the stack, the latter with a sign that depends on the gate and the polarity. Inside the high-k layer the field is lower than in silicon dioxide by the ratio of the permittivities. Real high-k layers also trap charge, so life depends on more than the present voltage. For $10^{12}$ electrons per cm² at the electrical middle of the stack, with equal equivalent thickness on either side, the field on the cathode side falls as if the voltage were lower by $qN_t/2C$, with $N_t$ the trapped density and $C$ the capacitance per area: 28 mV. The field on the anode side rises by the same amount. If the cathode-side field governs breakdown, life at $V_c$ grows by a factor 1.5; if the anode-side field does, it falls to about 0.66 of its value. The size depends on where the charge sits: at the physical middle of a stack of 0.7 nm silicon dioxide and 2.6 nm of a layer with relative permittivity 20, the cathode-side shift is 15 mV with the silicon as cathode and 41 mV with the gate as cathode. This matters when ramp and constant-voltage tests trap different amounts. Series resistance and self-heating matter less at $V_c$. A leakage of 1000 A/cm² is 10 µA, which drops 2 mV across 200 ohm and lengthens life by 3 %. The same current heats the silicon under the device by 0.12 K, leaving out the thermal resistance of the stack itself and treating the device as an isothermal disc (uniform heating would give 0.13 K on average) of radius $a$ on thick silicon with thermal resistance $1/(4\kappa a)$ and $\kappa=1$ W/(cm K); with an activation energy of 0.6 eV this shortens life by 0.5 %. If the same activation energy holds at the use voltage, use at 378 K instead of 398 K would lengthen life 2.5 times. The effects of trapping, resistance and temperature estimated here are small beside the choice of voltage law. A constant offset between gate voltage and stack voltage is part of that choice. If life is a power of $V-0.3$ V instead of $V$, with the same life and logarithmic derivative at $V_c$, the exponent becomes $40\times2.344/2.644=35.5$ and life at 0.9 V is about 180 times longer. The growth of the leakage path after first breakdown is left out, so the lives here are times to first breakdown and not to circuit failure. The main values are in the numerical output below.

## Calculated quantities

```
Voltage exponent n: 40; time slope beta: 1.2
Reference voltage: 2.2 V; life there: 1000 s
Ramp rate: 0.1 V/s; test temperature: 398 K
Equivalent oxide thickness: 1.2 nm
Test area: 1 um2
Ramp slope beta*(n+1), formula: 49.20
Ramp slope, quadrature: 49.20
Ramp slope, random population: 49.23
Ramp scale voltage, formula: 2.6436 V
Ramp scale voltage, quadrature: 2.6436 V
Scale voltage / oxide thickness: 22.0 MV/cm
Breakdown voltage at 1 %: 2.408 V
Breakdown voltage at 50 %: 2.624 V
Breakdown voltage at 99 %: 2.727 V
Constant-voltage life at ramp scale: 0.645 s
Exposure share from last 10 % of voltage: 98.7 %
Scale voltage at ten times the rate: 2.7963 V
Scale voltage factor, ten times area: 0.9543
Same factor, random population: 0.9542
Local slope, start at 95 % of scale: 56.04
Separable damage, ramp breakdown: 2.6350 V
Separable damage, predicted: 2.6350 V
Non-separable damage, exposure at end: 0.904
Hazard rule, slope: 49.20
Hazard rule, scale voltage: 2.6039 V
Staircase step: 20 mV
Staircase exposure ratio, sum: 1.1631
Staircase exposure ratio, formula: 1.1631
Staircase lowering of scale: 9.7 mV
Strength spread (log s.d.): 1.0 %
Apparent slope with spread, formula: 46.08
Apparent slope with spread, sample: 46.13
Log-spread ratio time/voltage: 41.00
Matched exponential constant: 15.13 1/V
Exponential law, slope at 1 % point: 43.72
Exponential law, slope at scale: 48.00
Use voltage: 0.9 V; chip gate area: 0.1 cm2
Allowed failures: 0.01 %
Test-device scale life at use: 3.37e+18 s
Area and percentile factor: 6.81e-10
Chip life, power law: 2.29e+09 s
Chip life, power law: 73 years
Chip life, exponential law: 126 s
Life ratio, power/exponential: 1.8e+07
Trapped charge: 1e+12 1/cm2, at mid-stack
Trap voltage: 27.8 mV; life factor: 1.53
Leakage: 1000 A/cm2; current: 10 uA
Series resistance: 200 ohm
Series drop: 2.0 mV; life factor: 1.031
Silicon thermal conductivity: 1.0 W/(cm K)
Self-heating: 0.12 K; acceleration: 1.0052
Activation energy: 0.6 eV
Life factor for use at 378 K: 2.52
```
